# Exchange coupling of linear H···H₂···H from broken-symmetry UCCSD: a program that tests the result

```python
"""Exchange coupling J of linear H...H2...H from broken-symmetry UCCSD.

Result under test, for H = -2 J S_A.S_B with two spins 1/2:
    J = (E_BS - E_HS) / (<S2>_HS - <S2>_BS),   E_singlet - E_triplet = 2 J.
It is exact when the BS right state is a mixture of the lowest singlet and
the Ms = 0 triplet and HS is the true triplet. For UCCSD the program measures
the error and tests that the BS defect comes from outside that mixture.
BS: broken-symmetry state, Ms = 0; HS: high-spin state, Ms = 1.
S2: total spin squared. UCCSD expectation values use the Lambda state and
unrelaxed density matrices. FCI in the same basis is the reference.
Energies are in hartree, lengths in bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm
from pyscf import gto, scf, cc, fci, ao2mo
from pyscf.fci import direct_spin1, direct_uhf, spin_op, cistring

BASIS = "6-311G"
BOND = 1.4
MAIN_GAP = 3.0
GAPS = (2.6, 3.0, 3.4)
TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100


def molecule(gap, spin):
    positions = (-BOND / 2 - gap, -BOND / 2, BOND / 2, BOND / 2 + gap)
    return gto.M(atom=[("H", (0, 0, z)) for z in positions], unit="Bohr",
                 basis=BASIS, spin=spin, verbose=0)


def unrestricted_hf(mol, broken):
    def run(guess):
        mf = scf.UHF(mol)
        mf.conv_tol = 1e-12
        mf.max_cycle = 300
        mf.kernel(dm0=guess)
        return mf
    guess = None
    if broken:
        # Atomic densities: alpha spin on the left end, beta on the right.
        total = scf.RHF(mol).get_init_guess(key="minao")
        guess = np.array([total / 2, total / 2])
        slices = mol.aoslice_by_atom()
        for atom, up in ((0, 0), (3, 1)):
            a, b = slices[atom, 2:4]
            guess[up, a:b, a:b] = total[a:b, a:b]
            guess[1 - up, a:b, a:b] = 0
    best = run(guess)
    assert best.converged
    # Restart from perturbed orbitals and keep the lowest solution.
    rng = np.random.default_rng(3)
    for _ in range(2):
        density = []
        for c, occ in zip(best.mo_coeff, best.mo_occ):
            x = 0.1 * rng.normal(size=(c.shape[1], c.shape[1]))
            rotated = c @ expm(x - x.T)
            density.append((rotated * occ) @ rotated.T)
        trial = run(np.array(density))
        if trial.converged and trial.e_tot < best.e_tot - 1e-7:
            best = trial
    return best


def spin_squared(mol, orbitals, dm1, dm2_ab):
    """S2 = Sz(Sz+1) + N_beta - opposite-spin exchange of the 2-RDM."""
    s = orbitals[0].T @ mol.intor("int1e_ovlp") @ orbitals[1]
    n_alpha, n_beta = np.trace(dm1[0]), np.trace(dm1[1])
    sz = (n_alpha - n_beta) / 2
    exchange = np.einsum("pq,rt,prtq->", s, s, dm2_ab, optimize=True)
    return sz * (sz + 1) + n_beta - exchange


def spin_orbital_integrals(mol, mf):
    ca, cb = mf.mo_coeff
    core = mf.get_hcore()
    ao = mol.intor("int2e")

    def transform(c, d):
        return np.einsum("pqrs,pi,qj,rk,sl->ijkl", ao, c, c, d, d,
                         optimize=True)
    one = (ca.T @ core @ ca, cb.T @ core @ cb)
    two = (transform(ca, ca), transform(ca, cb), transform(cb, cb))
    return one, two


def coupled_cluster(mol, mf):
    solver = cc.UCCSD(mf)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 500
    solver.diis_space = 12
    solver.kernel()
    assert solver.converged
    solver.solve_lambda()
    assert solver.converged_lambda
    dm1, dm2 = solver.make_rdm1(), solver.make_rdm2()
    # The same bilinear functional must return the projected CC energy.
    one, two = spin_orbital_integrals(mol, mf)
    energy = mol.energy_nuc() + sum(np.sum(h * d) for h, d in zip(one, dm1))
    energy += sum(f * np.sum(v * d)
                  for f, v, d in zip((0.5, 1.0, 0.5), two, dm2))
    assert abs(energy - solver.e_tot) < 1e-6
    return solver, spin_squared(mol, mf.mo_coeff, dm1, dm2[1])


def full_ci(mol):
    mf = scf.RHF(mol)
    mf.max_cycle = 300
    mf.kernel()
    c = mf.mo_coeff  # any orthonormal set serves for FCI
    n = c.shape[1]
    h = c.T @ mf.get_hcore() @ c
    eri = ao2mo.restore(1, ao2mo.kernel(mol, c), n)

    def solve(nelec, roots):
        solver = direct_spin1.FCISolver()
        solver.verbose = 0
        solver.conv_tol = 1e-12
        solver.max_cycle = 300
        solver.nroots = roots
        result = solver.kernel(h, eri, n, nelec, ecore=mol.energy_nuc())
        assert np.all(solver.converged)
        return result
    energies, vectors = solve((2, 2), 2)
    e_triplet, v_triplet = solve((3, 1), 1)
    spins = [spin_op.spin_square0(v, n, (2, 2))[0] for v in vectors]
    assert abs(spins[0]) < 1e-5 and abs(spins[1] - 2) < 1e-5
    assert abs(spin_op.spin_square0(v_triplet, n, (3, 1))[0] - 2) < 1e-5
    assert abs(energies[1] - e_triplet) < 1e-8  # Ms degeneracy
    return dict(singlet=energies[0], triplet=e_triplet, vectors=vectors,
                h=h, eri=eri, c=c, n=n)


def apply_h(x, vector):
    """Electronic Hamiltonian on a four-electron, Ms = 0 FCI vector."""
    h2 = direct_spin1.absorb_h1e(x["h"], x["eri"], x["n"], (2, 2), 0.5)
    return direct_spin1.contract_2e(h2, vector, x["n"], (2, 2))


def cluster_operator(singles, doubles, excite, transpose=False):
    """Action of T (or its transpose) on a matrix of alpha x beta strings."""
    nv, no, ns, _ = excite.shape

    def same_spin(t1, t2):
        return (np.einsum("ia,aixy->xy", t1, excite) + 0.25 * np.einsum(
            "ijab,aixy,bjyz->xz", t2, excite, excite, optimize=True))
    alpha = same_spin(singles[0], doubles[0])
    beta = same_spin(singles[1], doubles[2])
    pairs = excite.reshape(nv * no, ns, ns)
    mixed = doubles[1].transpose(2, 0, 3, 1).reshape(nv * no, nv * no)
    if transpose:
        alpha, beta, pairs = alpha.T, beta.T, pairs.transpose(0, 2, 1)

    def act(c):
        inner = np.tensordot(mixed, c @ pairs.transpose(0, 2, 1), axes=1)
        return alpha @ c + c @ beta.T + (pairs @ inner).sum(axis=0)
    return act


def exponential(act, vector, sign):
    """Exact: four electrons allow at most four excitations."""
    total, term = vector.copy(), vector
    for k in range(1, 5):
        term = sign * act(term) / k
        total = total + term
    return total


def analyse_cc_state(mol, mf, solver, s2_bs, x):
    """Build the CC right and left vectors and locate the BS defect."""
    n = x["n"]
    links = cistring.gen_linkstr_index(range(n), 2)
    ns = len(links)
    moves = np.zeros((n, n, ns, ns))
    for source, row in enumerate(links):
        for create, destroy, target, sign in row:
            moves[create, destroy, target, source] += sign
    excite = moves[2:, :2]
    reference = np.zeros((ns, ns))
    reference[0, 0] = 1
    t_act = cluster_operator(solver.t1, solver.t2, excite)
    t_back = cluster_operator(solver.t1, solver.t2, excite, True)
    l_act = cluster_operator(solver.l1, solver.l2, excite)
    right = exponential(t_act, reference, 1)
    left = exponential(t_back, reference + l_act(reference), -1)

    # Swap of the two magnetic spins, in corresponding orbitals.
    overlap = mol.intor("int1e_ovlp")
    ca, cb = mf.mo_coeff
    u, singular, vt = np.linalg.svd(ca[:, :2].T @ overlap @ cb[:, :2])
    i, j = u[:, -1], vt[-1]
    a = ca[:, 2:].T @ overlap @ (cb[:, :2] @ j)
    b = cb[:, 2:].T @ overlap @ (ca[:, :2] @ i)
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    swapped = np.outer(np.einsum("a,i,aix->x", a, i, excite[..., 0]),
                       np.einsum("a,i,aix->x", b, j, excite[..., 0]))
    swap = np.sum(swapped * right)
    t1a, t1b = solver.t1
    from_amplitudes = np.einsum(
        "ijab,i,j,a,b->", solver.t2[1], i, j, a, b,
        optimize=True) + (i @ t1a @ a) * (j @ t1b @ b)
    assert abs(swap - from_amplitudes) < 1e-8

    # Change to the common orbitals of the FCI vectors by 2 x 2 minors.
    p, q = cistring.gen_occslst(range(n), 2).T

    def minors(c):
        r = x["c"].T @ overlap @ c
        return (r[np.ix_(p, p)] * r[np.ix_(q, q)]
                - r[np.ix_(p, q)] * r[np.ix_(q, p)])
    ma, mb = minors(ca), minors(cb)
    right, left, reference, swapped = [
        np.ascontiguousarray(ma @ v @ mb.T)
        for v in (right, left, reference, swapped)]
    singlet, triplet = x["vectors"]
    swap_fci = np.sum(swapped * singlet) / np.sum(reference * singlet)

    # Energy and S2 from the definition of the coupled-cluster functional.
    energy = np.sum(left * apply_h(x, right)) + mol.energy_nuc()
    s2 = np.sum(left * spin_op.contract_ss(right, n, (2, 2)))
    assert abs(np.sum(left * right) - 1) < 1e-8
    assert abs(energy - solver.e_tot) < 1e-6
    assert abs(s2 - s2_bs) < 1e-5

    # Only the part outside span(singlet, triplet) may cause the BS defect.
    c_s, c_t = np.sum(singlet * right), np.sum(triplet * right)
    outside = right - c_s * singlet - c_t * triplet
    j_fci = (x["singlet"] - x["triplet"]) / 2
    shifted = (apply_h(x, outside)
               + (mol.energy_nuc() - x["singlet"]) * outside
               + j_fci * spin_op.contract_ss(outside, n, (2, 2)))
    defect = solver.e_tot - (x["singlet"] - j_fci * s2_bs)
    # The Davidson residual, about 1e-6, limits this comparison.
    assert abs(np.sum(left * shifted) - defect) < 5e-6
    return dict(swap=abs(swap), swap_fci=abs(swap_fci), overlap=singular[-1],
                outside=np.sum(outside**2) / np.sum(right**2),
                triplet_share=c_t**2 / (c_s**2 + c_t**2), defect_bs=defect)


def yamaguchi(e_bs, e_hs, s2_bs, s2_hs):
    return (e_bs - e_hs) / (s2_hs - s2_bs)


def study(gap):
    mol_bs, mol_hs = molecule(gap, 0), molecule(gap, 2)
    bs, hs = unrestricted_hf(mol_bs, True), unrestricted_hf(mol_hs, False)
    cc_bs, s2_bs = coupled_cluster(mol_bs, bs)
    cc_hs, s2_hs = coupled_cluster(mol_hs, hs)
    u_bs, u_hs = bs.spin_square()[0], hs.spin_square()[0]
    assert u_bs > 0.3  # spin symmetry is really broken
    exact = full_ci(mol_bs)
    j_fci = (exact["singlet"] - exact["triplet"]) / 2
    data = analyse_cc_state(mol_bs, bs, cc_bs, s2_bs, exact)
    data.update(
        mol=mol_bs, bs=bs, exact=exact, j_fci=j_fci,
        e_uhf=(bs.e_tot, hs.e_tot), s2_uhf=(u_bs, u_hs),
        e_cc=(cc_bs.e_tot, cc_hs.e_tot), s2_cc=(s2_bs, s2_hs),
        defect_hs=cc_hs.e_tot - (exact["singlet"] - j_fci * s2_hs),
        j_uhf=yamaguchi(bs.e_tot, hs.e_tot, u_bs, u_hs),
        j_cc=yamaguchi(cc_bs.e_tot, cc_hs.e_tot, s2_bs, s2_hs),
        j_mixed=yamaguchi(cc_bs.e_tot, cc_hs.e_tot, u_bs, u_hs),
        j_pure=(cc_bs.e_tot - cc_hs.e_tot) / 2)
    return data


def check_two_state_algebra(data):
    """Bilinear energy and S2 with a left state unrelated to the right."""
    x = data["exact"]
    singlet, triplet = x["vectors"]
    right = 0.8 * singlet + 0.6 * triplet
    noise = np.random.default_rng(7).normal(size=right.shape)
    left = 0.9 * singlet - 0.3 * triplet + noise / np.linalg.norm(noise)
    norm = np.sum(left * right)
    energy = (np.sum(left * apply_h(x, right)) / norm
              + data["mol"].energy_nuc())
    s2 = np.sum(left * spin_op.contract_ss(right, x["n"], (2, 2))) / norm
    j = yamaguchi(energy, x["triplet"], s2, 2.0)
    # The Davidson residual, about 1e-6, limits this comparison.
    assert abs(j - data["j_fci"]) < 5e-6
    assert s2 < 0  # a bilinear S2 has no lower bound at zero
    return s2, j


def end_spins(data):
    """Mulliken spin populations of the equal singlet-triplet mixture."""
    x, mol = data["exact"], data["mol"]
    mix = (x["vectors"][0] + x["vectors"][1]) / np.sqrt(2)
    up, down = direct_spin1.make_rdm1s(mix, x["n"], (2, 2))
    density = x["c"] @ (up - down) @ x["c"].T
    population = np.diag(density @ mol.intor("int1e_ovlp"))
    slices = mol.aoslice_by_atom()
    left, right = [population[slices[k, 2]:slices[k, 3]].sum()
                   for k in (0, 3)]
    assert left * right < 0 and min(abs(left), abs(right)) > 0.5
    return left, right


def check_spin_formula(data):
    """Test the S2 formula in different alpha and beta orbitals."""
    mol, mf = data["mol"], data["bs"]
    n = mf.mo_coeff[0].shape[1]
    occupied = np.diag((np.arange(n) < 2).astype(float))
    dm2_ab = np.einsum("pq,rs->pqrs", occupied, occupied)
    value = spin_squared(mol, mf.mo_coeff, (occupied, occupied), dm2_ab)
    assert abs(value - data["s2_uhf"][0]) < 1e-8
    one, two = spin_orbital_integrals(mol, mf)
    solver = direct_uhf.FCISolver()
    solver.verbose = 0
    solver.conv_tol = 1e-12
    solver.max_cycle = 300
    energy, vector = solver.kernel(one, two, n, (2, 2),
                                   ecore=mol.energy_nuc())
    dm1, dm2 = solver.make_rdm12s(vector, n, (2, 2))
    assert abs(energy - data["exact"]["singlet"]) < 1e-7
    assert abs(spin_squared(mol, mf.mo_coeff, dm1, dm2[1])) < 1e-4


def error_percent(value, reference):
    return 100 * (value / reference - 1)


results = {gap: study(gap) for gap in GAPS}
main = results[MAIN_GAP]
left_s2, left_j = check_two_state_algebra(main)
spin_left, spin_right = end_spins(main)
check_spin_formula(main)
for r in results.values():
    assert r["j_fci"] < 0
    assert r["s2_cc"][0] < r["s2_uhf"][0]

print(f"Basis {BASIS}, spatial orbitals: {main['exact']['n']}")
print(f"Central bond: {BOND:.2f} bohr; main outer gap: {MAIN_GAP:.2f} bohr")
print(f"Distance between end atoms: {BOND + 2 * MAIN_GAP:.2f} bohr")
for name, e, s in (("UHF", "e_uhf", "s2_uhf"), ("UCCSD", "e_cc", "s2_cc")):
    for k, state in enumerate(("BS", "HS")):
        print(f"{name} {state}: E = {main[e][k]:.8f} hartree, "
              f"<S2> = {main[s][k]:.6f}")
    print(f"{name} E_BS - E_HS = {main[e][0] - main[e][1]:.8f} hartree")
print(f"FCI singlet: E = {main['exact']['singlet']:.8f} hartree")
print(f"FCI triplet: E = {main['exact']['triplet']:.8f} hartree")
print(f"FCI gap E_T - E_S = {-2 * main['j_fci']:.8f} hartree"
      f" = {-2 * main['j_fci'] * TO_CM:.2f} cm^-1")
print(f"Magnetic orbital overlap (UHF BS): {main['overlap']:.5f}")
print(f"Equal FCI mixture, end spin populations: "
      f"{spin_left:.4f}, {spin_right:.4f}")
print(f"Unrelated left state: <S2> = {left_s2:.5f}, J = {left_j:.6f} hartree")
labels = (("j_fci", "FCI"), ("j_uhf", "UHF Yamaguchi"),
          ("j_cc", "UCCSD Yamaguchi, UCCSD <S2>"),
          ("j_mixed", "UCCSD energies, UHF <S2>"),
          ("j_pure", "UCCSD, BS taken as pure singlet"))
for key, label in labels:
    print(f"J, {label}: {main[key]:.8f} hartree, "
          f"error {error_percent(main[key], main['j_fci']):.2f} %")
print(f"J in cm^-1: FCI {main['j_fci'] * TO_CM:.2f}, "
      f"UCCSD Yamaguchi {main['j_cc'] * TO_CM:.2f}")
print("Trend with outer gap (J and defects in hartree):")
for gap, r in results.items():
    print(f"gap {gap:.1f} bohr: J_FCI {r['j_fci']:.7f}, "
          f"J_UCCSD {r['j_cc']:.7f}, J_UHF {r['j_uhf']:.7f}")
    print(f"  <S2>_BS: UHF {r['s2_uhf'][0]:.5f}, UCCSD {r['s2_cc'][0]:.5f}")
    errors = [error_percent(r[k], r["j_fci"])
              for k in ("j_uhf", "j_cc", "j_mixed", "j_pure")]
    print("  J errors in %: UHF {:.2f}, UCCSD {:.2f}, UHF <S2> {:.2f}, "
          "pure singlet {:.2f}".format(*errors))
    print(f"  spin-exchange coefficient: UCCSD {r['swap']:.5f}, "
          f"FCI singlet {r['swap_fci']:.5f}")
    print(f"  right state: weight outside span {r['outside']:.6f}, "
          f"triplet share inside {r['triplet_share']:.6f}")
    print(f"  defects: BS {r['defect_bs']:.7f}, HS {r['defect_hs']:.7f}")
print("ALL CHECKS PASSED")
```

Output:

```
Basis 6-311G, spatial orbitals: 12
Central bond: 1.40 bohr; main outer gap: 3.00 bohr
Distance between end atoms: 7.40 bohr
UHF BS: E = -2.11342160 hartree, <S2> = 0.988949
UHF HS: E = -2.10887338 hartree, <S2> = 2.001374
UHF E_BS - E_HS = -0.00454823 hartree
UCCSD BS: E = -2.14191098 hartree, <S2> = 0.330955
UCCSD HS: E = -2.13565347 hartree, <S2> = 2.000020
UCCSD E_BS - E_HS = -0.00625751 hartree
FCI singlet: E = -2.14482370 hartree
FCI triplet: E = -2.13572104 hartree
FCI gap E_T - E_S = 0.00910266 hartree = 1997.80 cm^-1
Magnetic orbital overlap (UHF BS): 0.13949
Equal FCI mixture, end spin populations: -0.9691, 0.9691
Unrelated left state: <S2> = -0.66028, J = -0.004551 hartree
J, FCI: -0.00455133 hartree, error 0.00 %
J, UHF Yamaguchi: -0.00449240 hartree, error -1.29 %
J, UCCSD Yamaguchi, UCCSD <S2>: -0.00374911 hartree, error -17.63 %
J, UCCSD energies, UHF <S2>: -0.00618071 hartree, error 35.80 %
J, UCCSD, BS taken as pure singlet: -0.00312876 hartree, error -31.26 %
J in cm^-1: FCI -998.90, UCCSD Yamaguchi -822.84
Trend with outer gap (J and defects in hartree):
gap 2.6 bohr: J_FCI -0.0142429, J_UCCSD -0.0121990, J_UHF -0.0136060
  <S2>_BS: UHF 0.94373, UCCSD 0.13582
  J errors in %: UHF -4.47, UCCSD -14.35, UHF <S2> 50.78, pure singlet -20.16
  spin-exchange coefficient: UCCSD 0.49530, FCI singlet 0.84232
  right state: weight outside span 0.004153, triplet share inside 0.062210
  defects: BS 0.0039282, HS 0.0001180
gap 3.0 bohr: J_FCI -0.0045513, J_UCCSD -0.0037491, J_UHF -0.0044924
  <S2>_BS: UHF 0.98895, UCCSD 0.33095
  J errors in %: UHF -1.29, UCCSD -17.63, UHF <S2> 35.80, pure singlet -31.26
  spin-exchange coefficient: UCCSD 0.36929, FCI singlet 0.95088
  right state: weight outside span 0.001777, triplet share inside 0.161658
  defects: BS 0.0014064, HS 0.0000675
gap 3.4 bohr: J_FCI -0.0013440, J_UCCSD -0.0011305, J_UHF -0.0013840
  <S2>_BS: UHF 0.99802, UCCSD 0.53354
  J errors in %: UHF 2.98, UCCSD -15.88, UHF <S2> 23.03, pure singlet -38.32
  spin-exchange coefficient: UCCSD 0.24548, FCI singlet 0.98557
  right state: weight outside span 0.000424, triplet share inside 0.264812
  defects: BS 0.0003496, HS 0.0000365
ALL CHECKS PASSED
```
